**Plastic flux and threading density in a graded buffer**

The program tests $\rho=2gR/(b_ev)$, where $\rho$ is the mobile threading density, $g$ the misfit grading rate, $R$ the growth rate, $b_e$ the in-plane edge component of the Burgers vector and $v$ the mean glide speed. It asserts the factor one half in the plastic strain rate by counting random trails along probe lines, and the driving force by an elastic energy difference. A layer-by-layer growth simulation, in which each trail goes to the height of greatest energy release, is asserted to reach the predicted speed, line-free zone and buried line density. Further assertions cover the response to changed growth rate and grading, the decay of a disturbance, and the loss of threads at the wafer edge. For the round model parameters, the output gives a glide speed of 4.16 µm/s and a density of $1.0\times10^6$ cm⁻² at an excess stress of 10 MPa. Doubling the growth rate at fixed density doubles the excess stress, while doubling both leaves it unchanged. The printed blocking and encounter figures are order-of-magnitude estimates and are not tested.

## Numerical check

```python
"""Threading density in a steadily relaxing graded buffer.
Result under test: density = 2 * grade * rate / (b_edge * speed)
  density: mobile threading dislocations per area
  grade:   misfit strain gained per film thickness
  rate:    growth rate
  b_edge:  in-plane edge component of the Burgers vector
  speed:   mean speed of threads along their misfit trails
The balance fixes density * speed; a glide law and the excess stress
then fix the speed. SI units inside, engineering units in the output.
"""
import numpy as np
from scipy.constants import k as k_B, e as q_e
from scipy.optimize import brentq

# Round model parameters
burgers = 0.38e-9
shear = 60e9
poisson = 0.25
grade = 4.0e3
rate = 1.0e-9
temperature = 1100.0
barrier = 2.2 * q_e
speed_prefactor = 5.0e4
stress_unit = 10e6
target_stress = 10e6
outer_cutoff = 300e-9
buffer_thickness = 2.5e-6
wafer_radius = 0.10

# Geometry of a 60-degree dislocation on an inclined {111} plane
normal = np.array([1, 1, 1]) / np.sqrt(3)
b_dir = np.array([1, 0, -1]) / np.sqrt(2)
line_dir = np.array([1, -1, 0]) / np.sqrt(2)
across = np.array([1, 1, 0]) / np.sqrt(2)
assert abs(normal @ b_dir) < 1e-12 and abs(normal @ line_dir) < 1e-12
assert abs(abs(b_dir @ line_dir) - 0.5) < 1e-12
b_edge = burgers * abs(b_dir @ across)
schmid = abs(normal @ np.diag([1.0, 1.0, 0.0]) @ b_dir)
sin_phi = np.sqrt(1 - normal[2] ** 2)
# Peach-Koehler force on the slanted arm equals the misfit work
assert abs(schmid * burgers / sin_phi - b_edge) < 1e-12 * burgers

biaxial = 2 * shear * (1 + poisson) / (1 - poisson)


def line_energy(cutoff):
    factor = (1 - poisson * 0.25) / (4 * np.pi * (1 - poisson))
    return shear * burgers**2 * factor * np.log(cutoff / burgers)


gamma = line_energy(outer_cutoff)


def excess_stress(zone, grading, energy=gamma):
    force = b_edge * biaxial * grading * zone**2 / 2 - energy
    return force * sin_phi / (burgers * zone)


def glide_speed(stress, temp=temperature):
    boltzmann = np.exp(-barrier / (k_B * temp))
    return speed_prefactor * stress / stress_unit * boltzmann


def zone_for(stress, grading, energy=gamma):
    return brentq(lambda w: excess_stress(w, grading, energy) - stress,
                  1e-8, 5e-6, xtol=1e-16)


def steady_density(growth, grading, speed):
    return 2 * grading * growth / (b_edge * speed)


zone = zone_for(target_stress, grade)
zone_equilibrium = zone_for(0.0, grade)
surface_strain = grade * zone
speed = glide_speed(target_stress)
density = steady_density(rate, grade, speed)

# Test: plastic strain from counting trails met by random probe lines
rng = np.random.default_rng(7)
n_threads = 40000
run = rng.exponential(0.02, n_threads)
start = rng.random((n_threads, 2))
axis = rng.integers(0, 2, n_threads)
sign = rng.choice([-1, 1], n_threads)
count_ratio = []
for direction in (0, 1):
    chosen = axis == direction
    origin = start[chosen, direction]
    hits = [np.sum(((p - origin) * sign[chosen]) % 1.0 < run[chosen])
            for p in rng.random(300)]
    count_ratio.append(np.mean(hits) / (n_threads * run.mean()))
# statistical scatter of the counts is about one per cent
assert all(abs(r - 0.5) < 0.025 for r in count_ratio)

# Test: force on a thread from an elastic energy difference
young = 2 * shear * (1 + poisson)
height = np.linspace(0, zone, 4001)
strip = 1e-3


def elastic_energy(shift):
    ex = grade * height - shift
    ey = grade * height
    dens = young / (2 * (1 - poisson**2)) * (
        ex**2 + ey**2 + 2 * poisson * ex * ey)
    return strip * np.sum((dens[1:] + dens[:-1]) / 2 * np.diff(height))


release = elastic_energy(0.0) - elastic_energy(b_edge / strip)
release_formula = b_edge * biaxial * grade * zone**2 / 2
assert abs(release / release_formula - 1) < 1e-3

# Layer-by-layer growth: each trail goes where it releases most energy
dz = 0.5e-9


def grow(growth, grading, threads, final=2e-6, switch=None, later=None):
    n = int(round(final / dz))
    strain, lines = np.zeros(n), np.zeros(n)
    surface, speeds, stresses = np.zeros(n), np.zeros(n), np.zeros(n)
    plastic = 0.0
    for i in range(n):
        current = later if switch is not None and i >= switch else growth
        strain[i] = grading * (i + 0.5) * dz - plastic
        work = b_edge * biaxial * dz * np.cumsum(strain[i::-1])
        j = int(np.argmax(work))
        force = max(work[j] - gamma, 0.0)
        stresses[i] = force * sin_phi / (burgers * (j + 1) * dz)
        speeds[i] = glide_speed(stresses[i])
        laid = threads * speeds[i] * (dz / current) / 2
        strain[i - j:i + 1] -= b_edge * laid
        plastic += b_edge * laid
        lines[i - j] += laid
        surface[i] = strain[i]
    return surface, speeds, stresses, lines


last = slice(-400, None)
surf, spd, stress, lines = grow(rate, grade, density)
sim_speed = spd[last].mean()
sim_stress = stress[last].mean()
sim_zone = surf[last].mean() / grade
assert np.ptp(surf[last]) < 0.01 * surf[last].mean()
assert abs(sim_speed * density * b_edge / (2 * grade * rate) - 1) < 0.01
assert abs(sim_zone / zone - 1) < 0.01
buried = lines[1000:2000].sum() / (1000 * dz)
assert abs(buried * b_edge / grade - 1) < 0.01

# Closure cases: which quantity responds when growth or grading changes
s_rate_same = grow(2 * rate, grade, density)[2][last].mean()
s_rate_double = grow(2 * rate, grade, 2 * density)[2][last].mean()
s_grade_double = grow(rate, 2 * grade, 2 * density)[2][last].mean()
assert abs(s_rate_same / (2 * target_stress) - 1) < 0.02
assert abs(s_rate_double / target_stress - 1) < 0.02
assert abs(s_grade_double / target_stress - 1) < 0.02

steeper = 1.1 * grade
stress_fixed_strain = excess_stress(surface_strain / steeper, steeper)
assert stress_fixed_strain > 0
density_fixed_strain = steady_density(
    rate, steeper, glide_speed(stress_fixed_strain))
surf_steeper = grow(rate, steeper, density_fixed_strain)[0][last].mean()
assert abs(surf_steeper / surface_strain - 1) < 0.01


# Decay distance of a disturbance, tested by a sudden change of rate
def decay_distance(stress_level):
    w = zone_for(stress_level, grade)
    slope = sin_phi / burgers * (b_edge * biaxial * grade / 2
                                 + gamma / w**2)
    return stress_level / slope


decay = decay_distance(target_stress)
decay_new = decay_distance(1.2 * target_stress)
switch = 3000
jump = grow(rate, grade, density, switch=switch, later=1.2 * rate)[0]
after = switch - 1 + int(round(decay_new / dz))
end = jump[-100:].mean()
remaining = (jump[after] - end) / (jump[switch - 1] - end)
# allowance for finite jump size and finite layer thickness
assert abs(remaining - np.exp(-1)) < 0.04

# Sizes of neglected effects
duration = buffer_thickness / rate
travel = speed * duration
y = (np.arange(400000) + 0.5) / 400000 * 2 * wafer_radius - wafer_radius
chord = 2 * np.sqrt(wafer_radius**2 - y**2)
lost = np.mean(np.minimum(travel, chord)) * 2 / (np.pi * wafer_radius)
assert abs(lost / (2 * travel / (np.pi * wafer_radius)) - 1) < 0.01
colder = speed / glide_speed(target_stress, temperature - 10)
barrier_factor = np.exp(0.1 * q_e / (k_B * temperature))
zone_cutoff = zone_for(target_stress, grade, line_energy(2 * outer_cutoff))
line_field = shear * burgers / (2 * np.pi * (1 - poisson) * zone)
reach = shear * burgers / (2 * np.pi * (1 - poisson) * target_stress)
encounters = 2 * reach * density * travel
mean_stress = schmid * biaxial * surface_strain / 2

print("INPUTS (round model values)")
print(f"Burgers vector length: {burgers*1e9:.2f} nm")
print(f"shear modulus: {shear/1e9:.0f} GPa; Poisson ratio: {poisson:.2f}")
print(f"grading rate: {grade*1e-4:.2f} % misfit per um")
print(f"growth rate: {rate*1e9:.1f} nm/s")
print(f"temperature: {temperature:.0f} K")
print(f"glide barrier: {barrier/q_e:.2f} eV")
print(f"speed prefactor at {stress_unit/1e6:.0f} MPa: "
      f"{speed_prefactor:.1e} m/s")
print(f"excess stress: {target_stress/1e6:.1f} MPa")
print(f"line-energy outer cutoff: {outer_cutoff*1e9:.0f} nm")
print(f"buffer thickness: {buffer_thickness*1e6:.1f} um")
print(f"wafer radius: {wafer_radius*1e3:.0f} mm")
print("RESULTS")
print(f"edge component b_e: {b_edge*1e9:.3f} nm")
print(f"Schmid factor: {schmid:.4f}; sin(phi): {sin_phi:.4f}")
print(f"biaxial modulus: {biaxial/1e9:.1f} GPa")
print(f"line energy: {gamma/q_e*1e-9:.2f} eV/nm")
print(f"line-free zone, zero excess stress: {zone_equilibrium*1e9:.1f} nm")
print(f"line-free zone, steady growth: {zone*1e9:.1f} nm")
print(f"surface elastic strain: {surface_strain*100:.4f} %")
print(f"mean resolved stress before line energy: {mean_stress/1e6:.1f} MPa")
print(f"required plastic strain rate: {grade*rate:.2e} 1/s")
print(f"glide speed: {speed*1e6:.3f} um/s")
print(f"threading density: {density*1e-4:.3e} cm^-2")
print(f"threading density: {density*1e-12:.3e} um^-2")
print(f"buried lines per direction: {grade/b_edge*1e-12:.2f} um^-2")
print(f"decay distance at input rate: {decay*1e9:.1f} nm")
print("TESTS")
print(f"probe-count factors x, y: {count_ratio[0]:.4f}, {count_ratio[1]:.4f}")
print(f"energy release, difference/formula: {release/release_formula:.5f}")
print(f"simulated glide speed: {sim_speed*1e6:.3f} um/s")
print(f"simulated excess stress: {sim_stress/1e6:.2f} MPa")
print(f"simulated line-free zone: {sim_zone*1e9:.1f} nm")
print(f"simulated buried lines: {buried*1e-12:.2f} um^-2")
print(f"stress, rate x2, density x1: {s_rate_same/1e6:.2f} MPa")
print(f"stress, rate x2, density x2: {s_rate_double/1e6:.2f} MPa")
print(f"stress, grading x2, density x2: {s_grade_double/1e6:.2f} MPa")
print(f"decay distance after rate x1.2: {decay_new*1e9:.1f} nm")
print(f"disturbance left after that distance: {remaining:.3f}")
print("GRADING x1.1 AT FIXED SURFACE STRAIN")
print(f"excess stress: {stress_fixed_strain/1e6:.2f} MPa")
print(f"density ratio: {density_fixed_strain/density:.3f}")
print(f"simulated surface strain: {surf_steeper*100:.4f} %")
print("NEGLECTED EFFECTS")
print(f"density factor, 10 K colder: {colder:.3f}")
print(f"speed factor, barrier lower by 0.1 eV: {barrier_factor:.2f}")
print(f"zone with doubled energy cutoff: {zone_cutoff*1e9:.1f} nm")
print(f"growth time: {duration:.0f} s; thread travel: {travel*1e3:.2f} mm")
print(f"threads lost at wafer edge: {lost*100:.1f} %")
print(f"crossing-line stress at zone depth: {line_field/1e6:.1f} MPa")
print(f"distance where it equals excess stress: {reach*1e9:.0f} nm")
print(f"rough encounters per thread: {encounters:.0f}")
print("finished without a failed check")
```

Output:

```
INPUTS (round model values)
Burgers vector length: 0.38 nm
shear modulus: 60 GPa; Poisson ratio: 0.25
grading rate: 0.40 % misfit per um
growth rate: 1.0 nm/s
temperature: 1100 K
glide barrier: 2.20 eV
speed prefactor at 10 MPa: 5.0e+04 m/s
excess stress: 10.0 MPa
line-energy outer cutoff: 300 nm
buffer thickness: 2.5 um
wafer radius: 100 mm
RESULTS
edge component b_e: 0.190 nm
Schmid factor: 0.4082; sin(phi): 0.8165
biaxial modulus: 200.0 GPa
line energy: 35.89 eV/nm
line-free zone, zero excess stress: 275.0 nm
line-free zone, steady growth: 307.4 nm
surface elastic strain: 0.1229 %
mean resolved stress before line energy: 50.2 MPa
required plastic strain rate: 4.00e-06 1/s
glide speed: 4.163 um/s
threading density: 1.011e+06 cm^-2
threading density: 1.011e-02 um^-2
buried lines per direction: 21.05 um^-2
decay distance at input rate: 34.0 nm
TESTS
probe-count factors x, y: 0.4943, 0.5040
energy release, difference/formula: 0.99988
simulated glide speed: 4.163 um/s
simulated excess stress: 10.00 MPa
simulated line-free zone: 306.6 nm
simulated buried lines: 21.05 um^-2
stress, rate x2, density x1: 20.00 MPa
stress, rate x2, density x2: 10.00 MPa
stress, grading x2, density x2: 10.00 MPa
decay distance after rate x1.2: 41.6 nm
disturbance left after that distance: 0.362
GRADING x1.1 AT FIXED SURFACE STRAIN
excess stress: 5.98 MPa
density ratio: 1.839
simulated surface strain: 0.1226 %
NEGLECTED EFFECTS
density factor, 10 K colder: 1.237
speed factor, barrier lower by 0.1 eV: 2.87
zone with doubled energy cutoff: 321.2 nm
growth time: 2500 s; thread travel: 10.41 mm
threads lost at wafer edge: 6.6 %
crossing-line stress at zone depth: 15.7 MPa
distance where it equals excess stress: 484 nm
rough encounters per thread: 102
finished without a failed check
```
